Superexchange between e_g holes on Cu²⁺ ions and the d⁸ levels

Superexchange of one e_g hole per site and the spin and orbital order of KCuF3

One bond without Hund coupling

Take two Cu²⁺ ions joined along the cubic c axis through a fluorine ion. Each has the configuration d⁹, one hole in the e_g doublet. The orbital ζ = 3z²−r² points along the bond and a hole in it moves to ζ on the other ion with amplitude −t. The orbital ξ = x²−y² changes sign under a fourfold rotation about the bond, has no overlap with any fluorine p orbital, and does not hop. Suppose first that every state with two holes on one ion costs the same energy U ≫ t.

If one hole is in ζ and the other in ξ, the ζ hole can hop over and back whatever the spins, and second-order perturbation theory gives −t²/U. If both are in ξ, nothing moves. If both are in ζ, parallel spins are blocked by the Pauli principle, while for antiparallel spins either hole can hop, so the expectation value is −2t²/U. Since ξ never moves, no process changes the labels ζ and ξ, and for general orbitals the energies are weighted by probabilities. Let p and p′ be the probabilities of ζ on the two ions, q = p(1−p′) + p′(1−p), and J = 4t²/U. Then

e_F = −(J/4) q = −(J/4)(p + p′) + (J/2) p p′   (parallel spins)
e_AF = −(J/4) q − (J/2) p p′ = −(J/4)(p + p′)   (antiparallel spins)

On the cubic lattice each axis γ = a, b, c has its own ζ_γ. Use the basis |z⟩ = (3z²−r²)/2, |x⟩ = (√3/2)(x²−y²). The two have equal norm, because the sphere averages ⟨z²⟩ = 1/3, ⟨z⁴⟩ = 1/5, ⟨x²y²⟩ = 1/15 give (9/5 − 2 + 1)/4 = 1/5 and (3/4)(2/5 − 2/15) = 1/5. A real orbital is

|θ⟩ = cos(θ/2)|z⟩ + sin(θ/2)|x⟩.

The identity 3x²−r² = −½(3z²−r²) + (3/2)(x²−y²) gives ζ_a = −½|z⟩ + (√3/2)|x⟩, which is −|θ = −2π/3⟩, and exchanging x and y gives ζ_b at +2π/3. With θ_a = −2π/3, θ_b = 2π/3, θ_c = 0,

p^γ = cos²[(θ−θ_γ)/2] = (1 + c^γ)/2,   c^γ = cos(θ−θ_γ).

The three angles θ_γ, and also the doubled angles 2θ_γ, are spaced by 2π/3, so their phase factors sum to zero. With cos² = (1 + cos 2·)/2 this gives two sum rules for every site:

Σ_γ c^γ = 0,   Σ_γ (c^γ)² = 3/2.

A site has two bonds along each axis. The term −(J/4)(p + p′) therefore sums to −(J/4)·2·Σ_γ p^γ = −¾J per site for any orbitals. Among product states this is the minimum, and it is reached by every state in which each bond is either antiparallel or has p p′ = 0. Within this superexchange model and among product states, the order must therefore be selected by the splitting of the two-hole states.

The d⁸ levels

The assumptions are these: the t2g shell is inert; σ hopping through fluorine is the only hopping; states with two holes on fluorine, a tetragonal field and Jahn–Teller coupling are left out. Energies are in eV. Rewriting the Coulomb operator in hole operators keeps its two-body form and adds a one-body term that is equal for both e_g orbitals and cancels in d⁹d⁹ → d⁸d¹⁰, so the excitation energy is the two-hole interaction energy.

Write (ij|kl) for the repulsion between the densities φ_iφ_j and φ_kφ_l. A fourfold rotation about c reverses |x⟩ and keeps |z⟩, so integrals with an odd number of x vanish. What remains is U_z = (zz|zz), U_x = (xx|xx), U′ = (zz|xx) and J_H = (zx|zx); the orbitals being real, J_H is both the exchange and the pair-hopping integral. A threefold rotation about a cube diagonal takes |z⟩ to κ|z⟩ + σ|x⟩ and |x⟩ to ±(−σ|z⟩ + κ|x⟩), with κ² = ¼, σ² = ¾. Of the six terms with two z and two x, two are U′ and four are J_H, so invariance reads

U_z = κ⁴U_z + σ⁴U_x + κ²σ²(2U′ + 4J_H),   U_x = σ⁴U_z + κ⁴U_x + κ²σ²(2U′ + 4J_H).

The difference is U_z − U_x = (κ²−σ²)(U_z − U_x), so U_z = U_x = U. Then 1 − κ⁴ − σ⁴ = 2κ²σ² gives U′ = U − 2J_H.

With one hole in each orbital, the spatially antisymmetric state has direct minus exchange energy and the symmetric state direct plus exchange. The two doubly occupied states d_z, d_x have energy U and are coupled by J_H. Hence

³A₂ (triplet zx): U′ − J_H = U − 3J_H
¹E (singlet zx, and (d_z − d_x)/√2): U′ + J_H = U − J_H
¹A₁ ((d_z + d_x)/√2): U + J_H

For spherical radial functions the density |z|² is axial, so only the axial parts of the densities enter and U = Σ_k F^k ⟨P_k⟩_z², U′ = Σ_k F^k ⟨P_k⟩_z⟨P_k⟩_x, with Slater integrals F^k and Legendre averages in w = cos ϑ. The weight (5/8)(3w²−1)² gives ⟨w²⟩ = 11/21, ⟨w⁴⟩ = 3/7, so ⟨P₂⟩ = ⟨P₄⟩ = 2/7. The weight (15/16)(1−w²)² gives ⟨w²⟩ = 1/7, ⟨w⁴⟩ = 1/21, so ⟨P₂⟩ = −2/7, ⟨P₄⟩ = 1/21. Therefore U = F⁰ + 4F²/49 + 36F⁴/441, U′ = F⁰ − 4F²/49 + 6F⁴/441, and J_H = (U − U′)/2 = 4F²/49 + 15F⁴/441. With the Racah parameters A = F⁰ − 49F⁴/441, B = F²/49 − 5F⁴/441, C = 35F⁴/441, these are U = A + 4B + 3C and J_H = 4B + C.

The bond Hamiltonian

Cubic symmetry carries the pair (z, x) into (ζ_γ, ξ_γ), so one calculation serves all axes. The hopping is −t Σ_s (ζ†_{1s} ζ_{2s} + h.c.), and t ≪ U − 3J_H is assumed.

For ζ on ion 1 and ξ on ion 2, the hop takes ζ†_{1s} ξ†_{2s′} to −t ζ†_{2s} ξ†_{2s′} and conserves total spin. The intermediate state is an eigenstate, so the shifts are −t²/(U−3J_H) for the triplet and −t²/(U−J_H) for the singlet.

For ζ on both ions, the hop onto ion 1 takes ζ†_{1↑}ζ†_{2↓} to −t ζ†_{1↑}ζ†_{1↓} and ζ†_{1↓}ζ†_{2↑} to −t ζ†_{1↓}ζ†_{1↑} = +t ζ†_{1↑}ζ†_{1↓}. The triplet combination cancels and the singlet has amplitude −2t/√2 = −√2 t. The state d_ζ is half ¹E and half ¹A₁. The d_ξ component produced by pair hopping cannot hop back, so only the diagonal element counts. Two ions can receive the pair, and the shift is

−2 · 2t² · ½ [1/(U−J_H) + 1/(U+J_H)].

The triplet projector is S_i·S_j + ¾ and the singlet projector ¼ − S_i·S_j. With P = |ζ_γ⟩⟨ζ_γ| = ½ + τ, the projector on one ζ and one ξ is P_i(1−P_j) + (1−P_i)P_j = 2(¼ − τ_iτ_j). Define η = J_H/U and

r1 = 1/(1−3η),  r2 = 1/(1−η),  r4 = 1/(1+η),  T = r2 + r4,  D = r1 − r4.

Since t²/U = J/4,

H_ij = (J/2){ [ −r1(S_i·S_j + ¾) + r2(S_i·S_j − ¼) ](¼ − τ_iτ_j) + T (S_i·S_j − ¼) P_iP_j }.

The numerical check downfolds the two-ion Hamiltonian built from the full e_g Coulomb tensor and asserts that the result equals H_ij on all three axes.

Mean field here means a product over sites of a spin state times an orbital state, at zero temperature. Then ⟨S_i·S_j⟩ = ±¼ for collinear spins, q = (1 − cc′)/2 and pp′ = (1+c)(1+c′)/4. For parallel spins e_F = −(J/4) r1 q. For antiparallel spins each projector averages to ½, so e_AF = −(J/8)(r1+r2) q − (J/4) T pp′. Multiplying by 16/J, and using r1 + r2 − T = D,

16 e_F/J = −2r1 (1 − cc′)
16 e_AF/J = −W + D cc′ − T (c + c′),   W = r1 + 2r2 + r4.

At η = 0 these reduce to the opening case. The result derived twice below is the orbital state that goes with A-type spins, parallel within each ab plane and antiparallel along c.

First derivation: two sublattices and one angle

A parallel-spin bond gains energy only through q, so it favours different orbitals on its ends. Assume two sublattices in each plane, related by a fourfold rotation about c. That rotation reverses |x⟩, so the angles are +θ and −θ. Let u = cos θ.

An a bond has c = cos(θ + 2π/3) at one end and c′ = cos(−θ + 2π/3) at the other, and a b bond has the same two values exchanged. The product formula gives

cc′ = ½[cos 2θ + cos(4π/3)] = ½[2u² − 1 − ½] = u² − ¾.

A c bond has c = c′ = u, whether the site above carries +θ or −θ. Each site owns one bond per axis, so

16E/J = −4r1(7/4 − u²) − W + D u² − 2T u = −7r1 − W + (4r1 + D)u² − 2T u.

The coefficient 4r1 + D = 5r1 − r4 is positive, and the parabola has its minimum at

u = T/(5r1 − r4),   16E_A/J = −8r1 − 2r2 − r4 − T²/(5r1 − r4).

At η = 0, u = 2/4 and θ = 60°. The orbital |60°⟩ = (√3/2)|z⟩ + ½|x⟩ = (√3/4)(2z² − x² − y² + x² − y²) = (√3/2)(z² − y²), and |−60°⟩ is likewise z² − x². The first has p^a = 0 and the second p^b = 0, so every in-plane bond has pp′ = 0 and E_A = −12J/16, a member of the degenerate family. As η approaches 1/3, r1 diverges, u goes to zero and θ to 90°, where the two orbitals are orthogonal and q in the plane is largest. The angle balances the quadratic terms, 4r1u² from the plane and Du² from the c bond, which want u = 0, against −2Tu, which wants 3z²−r² character for the antiparallel bonds.

Second derivation: a lower bound that is attained

No cell and no orbital pattern is assumed now. Add to each bond the function λ(c + c′) + μ(c² + c′²) with constants λ and μ ≥ 0, and call the sum g = 16e/J + λ(c+c′) + μ(c²+c′²). Each c^γ of a site occurs in two bonds, so by the sum rules the added terms total 2·0·λ + 2·(3/2)μ = 3μ per site for any real orbitals. A complex orbital has a Bloch vector whose projection on the plane of real orbitals has length ρ < 1; the c^γ scale by ρ and the total is 3μρ² < 3μ. In all cases, with n_F parallel and 3 − n_F antiparallel bonds per site,

16E/J ≥ n_F min g_F + (3 − n_F) min g_AF − 3μ,

where each minimum is over the square −1 ≤ c, c′ ≤ 1. Every λ, μ gives a valid bound. Put x = (c+c′)/2 and y = (c−c′)/2, so that cc′ = x² − y² and c² + c′² = 2x² + 2y²:

g_F = −2r1 + 2(μ + r1)x² + 2(μ − r1)y² + 2λx
g_AF = −W + (2μ + D)x² + (2μ − D)y² − 2(T − λ)x

For μ > r1 the minimum of g_F forces c = c′ on both in-plane axes, and for μ < r1 it lies on the edge of the square. The value μ = r1 leaves y free, which lets a and b bonds with different ends be minimal together. Take μ = r1. Then g_F is minimal at x = −λ/(4r1) with value −2r1 − λ²/(4r1). In g_AF the coefficient of y² is 2r1 − D = r1 + r4 > 0, so y = 0, x = (T−λ)/(2r1+D), and the value is −W − (T−λ)²/(2r1+D). For n_F = 2,

16E/J ≥ −7r1 − W − λ²/(2r1) − (T−λ)²/(2r1+D).

The best bound has zero derivative in λ: λ/r1 = 2(T−λ)/(2r1+D), or λ(4r1 + D) = 2r1T. With u ≡ T/(4r1+D) this is λ = 2r1u and T − λ = (2r1+D)u. The last two terms become −2r1u² − (2r1+D)u² = −(4r1+D)u² = −T²/(5r1−r4), and the bound equals E_A.

Equality requires real orbitals and every bond at its minimum. On c bonds c = c′ = u, so every site has cos θ_i = u and θ_i = ±θ. On a bonds c + c′ = −λ/(2r1) = −u. A site with +θ has c^a + c^b = −u by the first sum rule, so its neighbour along a must have c′^a = cos(θ − 2π/3). Of the two allowed angles only −θ gives this, since c^a ≠ c^b when sin θ ≠ 0. The same holds along b. The orbitals must alternate in each plane, and each plane chooses the phase of its alternation independently. The minimisers include the stacking with equal orbitals along c and the stacking with alternating orbitals, which correspond to the two polytypes of KCuF3; H_ij, which is second order in t, does not separate them.

What each derivation assumes

Both use H_ij, product states and the A-type spin pattern. The first also assumes real orbitals, two sublattices and the symmetry θ → −θ. It exhibits a state, so it yields an upper bound on the mean-field energy, and it shows a minimum along one direction only. It extends to added terms that respect the ansatz: a tetragonal field h cos θ per site adds 16hu/J and moves the vertex to u = (T − 8h/J)/(5r1 − r4). The alternation lasts only while |u| < 1, which at η = 0.125 means −0.64J < h < 1.14J. The result remains an upper bound only: a field makes the three axes inequivalent, and for h > 0 a pattern with its antiparallel bonds along another axis can lie lower. The second assumes nothing about the orbitals, yields a lower bound, and returns the pattern and its degeneracy as the condition for equality. It depends on the two sum rules, which come from the cubic geometry of the three orbitals ζ_γ, on equal t on all axes, which makes g the same function on every axis, and on the energy being a sum of nearest-neighbour terms quadratic in c. It uses the spins only through the count n_F, so E_A is a lower bound for every collinear pattern with two thirds of its bonds parallel. Neither derivation shows that A-type spins are the best pattern.

The competing spin patterns

The bound handles the other simple patterns. For the ferromagnet (F, n_F = 3), μ = r1 and λ = 0 give min g_F = −2r1 at c′ = −c, so 16E_F/J = −6r1 − 3r1. It is attained by alternating θ and θ + π with any θ.

For G-type spins (n_F = 0), μ = D/2 and λ = T give g_AF = −W + 2Dx², so 16E_G/J = −3W − 3D/2, attained by the same orbitals.

For C-type spins (parallel along c, n_F = 1) keep μ = D/2, λ = T. The y² coefficient of g_F is D − 2r1 < 0, so the minimum is on an edge. On c′ = −1, g_F = −2r1 − T + D/2 + (T − 2r1)c + (D/2)c² is convex with slope T − 2r1 + D = r2 − r1 < 0 at c = 1, so it falls all the way to c = 1, where it is −4r1 + D. On c′ = +1, g_F = −2r1 + T + D/2 + (T + 2r1)c + (D/2)c² has slope T + 2r1 − D > 0 at c = −1 and takes the same value there. The edges c = ±1 follow by symmetry. The bound −4r1 + D − 2W − 3D/2 is attained by |z⟩ and |x⟩ alternating in all directions, which gives (1, −1) on c bonds and (−½, +½) on a and b bonds. Thus

E_F = −9r1J/16,   E_C = −(13r1 + 8r2 + 3r4)J/32.

For small η, r1 = 1 + 3η + 9η², r2 = 1 + η + η², r4 = 1 − η + η². Then W = 4 + 4η and D = 4η to first order, so 16E_G/J = −12 − 18η and 32E_C/J = −24 − 44η. For A, −8r1 − 2r2 − r4 = −11 − 25η and T²/(5r1−r4) = 4/(4 + 16η) = 1 − 4η, so 16E_A/J = −12 − 21η. The slopes of E/J are −9/8 (G), −21/16 (A) and −11/8 (C). The C-type state is below the A-type state as η → 0, so the statement that this model orders as KCuF3 does holds only above a threshold. The exact difference is

16(E_A − E_C)/J = −(3/2)r1 + 2r2 + ½r4 − T²/(5r1−r4).

The first three terms expand to 1 − 3η − 11η². The last is (4 + 8η²)/(4 + 16η + 44η²) = 1 − 4η + 7η². The difference is η − 18η², which changes sign near η = 1/18; the root of the full expression is η1 = 0.051. Most of the second-order term comes from the rotation of the orbitals: u = ½(1 − 4η), so moving from u = ½ to the vertex gains (5r1−r4)(u − ½)² = 4·4η² = 16η², while the C-type orbitals stay fixed at |z⟩ and |x⟩. At the other end,

16(E_A − E_F)/J = r1 − 2r2 − r4 − T²/(5r1−r4)

vanishes at η2 = 0.243. E_G lies above E_C for every η > 0, since 32(E_G − E_C)/J = −9r1 − 12r2 − 3r4 + 13r1 + 8r2 + 3r4 = 4(r1 − r2).

All other product states, non-collinear ones included, reduce to a finite problem. Each bond belongs to four elementary cubes and there is one cube per site, so E per site is the average of ¼E_cube and cannot be below ¼ min E_cube. Repeating the best cube with period two makes every cube a mirror image of it, and H_ij depends only on the axis and is symmetric in i and j, so the bound is attained by a 2×2×2 cell. The minimum over that cell is not derived here. It was searched numerically, by repeated exact minimisation of each site in the field of its neighbours, starting from all collinear spin patterns and from random directions. At nine values of η from 0.001 to 0.30 the program asserts that the lowest energy found equals the lowest of the four closed forms: C up to 0.050, A from 0.055 to 0.24, F from 0.25. A search is not a proof, and a narrow phase between sampled values is not excluded. Within this reservation the mean-field ground state is A-type for η1 < η < η2, with θ rising from 66° to 83° across the window.

Spin exchange in the ordered state

At fixed orbitals H_ij is a constant plus J_γ S_i·S_j. The coefficient is (J/4)(r2 − r1)q + (J/2)T pp′, so

J_γ = (J/8)[T(1+c)(1+c′) − (r1−r2)(1 − cc′)].

On c bonds c = c′ = u. In the plane c + c′ = −u and cc′ = u² − ¾, so (1+c)(1+c′) = ¼ − u + u² = (u − ½)². Hence

J_c = (J/8)[T(1+u)² − (r1−r2)(1−u²)],   J_ab = (J/8)[T(u−½)² − (r1−r2)(7/4 − u²)].

As η → 0, J_c → (J/8)·2·(9/4) = 9J/16. In J_ab the first term is of order η², r1 − r2 = 2η and 7/4 − u² = 3/2, so J_ab → −3ηJ/8. In this limit the antiferromagnetic chains along c are of order J and the ferromagnetic coupling between them exists only through the Hund splitting. The hierarchy weakens as η grows and reverses at η ≈ 0.195, three quarters of the way through the A-type window; at η = 0.24, J_c = 0.058J and J_ab = −0.45J.

A numerical case

Take round parameters of the rough size for a Cu²⁺ fluoride: A = 6, B = 0.125, C = 0.5 eV and t = 0.5 eV. Then U = 6 + 0.5 + 1.5 = 8 eV, J_H = 0.5 + 0.5 = 1 eV, η = 0.125, and the levels are 5, 7 and 9 eV. J = 4(0.25)/8 eV = 125 meV, r1 = 1.60000, r2 = 1.14286, r4 = 0.88889, T = 2.03175.

With t² = 0.25 eV² the bond levels are −0.25/5 eV = −50.0 meV, −0.25/7 eV = −35.7 meV and −0.5(1/7 + 1/9) eV = −127.0 meV. Exact diagonalisation of the two-ion problem gives −49.5, −35.5 and −125.0 meV. The largest deviation is 2.0 meV, or 1.6% of the second-order level. Halving t from 0.2 to 0.1 eV reduces the largest deviation by a factor 15.9, close to the 16 of a t⁴ error, and the program asserts this scaling.

The orbital angle follows from u = 2.03175/(8 − 0.88889) = 0.28571, θ = 73.4°. The hole orbitals are 0.802|z⟩ ± 0.598|x⟩, with weight 0.986 on z²−y² for the upper sign, and p^a, p^b, p^c = 0.014, 0.844, 0.643. The energies per site are

16E_A/J = −12.8 − 2.28571 − 0.88889 − 2.03175 × 0.28571 = −16.5551,  E_A = −1.0347 J = −129.3 meV
32E_C/J = −(20.8 + 9.14286 + 2.66667),  E_C = −1.0190 J = −127.4 meV
16E_G/J = −3 × 4.77460 − 1.5 × 0.71111,  E_G = −0.9619 J = −120.2 meV
E_F = −9 × 1.6 J/16 = −0.9000 J = −112.5 meV

The search on the cube returns −1.0347 J, and so does a search in which each site may take any state of its four-dimensional spin-orbital space, entangled states included. Random starts on a 4×4×4 cell reached only −1.016 J. On that cell the site-by-site relaxation stops in higher local minima, so these runs are consistent with the cube bound and add no further evidence for it.

The exchange constants are

J_c = (J/8)[2.03175 × 1.65306 − 0.45714 × 0.91837] = 0.3673 J = 46 meV (about 530 K)
J_ab = (J/8)[2.03175 × 0.04592 − 0.45714 × 1.66837] = −0.0837 J = −10.5 meV (about −120 K)

The signs agree with the assumed A-type pattern.

Where the result stops

The A-type state lies only 2.0 meV per site below the C-type state, 1.5% of |E_A|. That is the size of the fourth-order correction found on the strongest two-ion level. On the lattice, three-site and plaquette processes enter at the same order t⁴ and the two-ion problem does not contain them. The fourth-order energies of the two states are not computed here, so at t = 0.5 eV second order alone does not secure the ordering. The thresholds η1 and η2 belong to the limit t/(U − 3J_H) → 0, and at fixed t/U the expansion worsens as η nears 1/3.

Product states hold ⟨S_i·S_j⟩ at −¼ on antiparallel bonds, whereas quantum spins can go lower, down to −¾ on an isolated bond. With J_c = 46 meV, a lowering by 0.05 on the c bonds already exceeds the A–C margin. The C-type state gains from fluctuations on its own antiparallel bonds, so the net shift of η1 is not fixed by this argument, and near η = 0, where the product states become degenerate, mean field cannot be trusted to pick the phase.

At η = 0.125 the model gives |J_c/J_ab| = 4.4. The ratio depends strongly on η: at the optimal angle it falls from about 21 just above η1 through 1 at η ≈ 0.195 to about 0.08 at η2. Values quoted for the crystal run from about 20 to about 10², depending on how the neutron spectra are analysed. At η = 0.125, forcing θ to 90° raises the ratio only to 5.4. J_ab vanishes where the antiferromagnetic leakage T(u−½)² cancels the Hund term. With T = 128/63 and r1 − r2 = 16/35 this condition is 49u² − 40u − 23/4 = 0, with roots u = −0.125 and u = 0.941, that is θ = 97° and θ = 20°, so at this η a ratio near 10² with ferromagnetic J_ab needs an angle a few degrees above 20° or within a degree below 97°. That the omitted terms close the gap, namely two-hole fluorine states, unequal hoppings in the distorted lattice and the Jahn–Teller coupling that pins θ, is a conjecture not tested here. The derivations establish the pattern of the order in the d⁸ superexchange model at mean-field level, and not its anisotropy or its ordering temperature in KCuF3. They also do not show that superexchange, rather than the lattice distortion left out here, is what fixes the orbitals in the crystal.

Computed results

```
inputs: A=6.0 eV, B=0.125 eV, C=0.5 eV, t=0.5 eV
U=8.000 eV, JH=1.000 eV, eta=0.1250, J=4t^2/U=125.00 meV
two-hole levels: 3A2=5.0000 eV, 1E=7.0000 eV, 1A1=9.0000 eV
r1=1.60000, r2=1.14286, r4=0.88889, T=2.03175, D=0.71111
t/(U-3JH)=0.100; ED error ratio t=0.2 eV / t=0.1 eV = 15.94
bond levels, 2nd order (meV): [-126.98  -50.    -35.71    0.  ]
bond levels, exact (meV):     [-124.97  -49.51  -35.53    0.  ]
cos(theta)=0.28571, theta=73.40 deg
hole orbital: 0.8018|z> +- 0.5976|x>
weight on z2-y2 (theta=60 deg): 0.9864
<P> along a,b,c for +theta: [0.0136 0.8435 0.6429]
E_G = -0.96190 J = -120.24 meV per site
E_C = -1.01905 J = -127.38 meV per site
E_A = -1.03469 J = -129.34 meV per site
E_F = -0.90000 J = -112.50 meV per site
E_C - E_A = 1.96 meV per site
numerical minimum: cube -1.034694 J, entangled sites -1.034694 J, best 4x4x4 run -1.016010 J
J_c = 0.36735 J = 45.92 meV = 533 K
J_ab = -0.08367 J = -10.46 meV = -121 K
|J_c/J_ab| = 4.39; at theta=90 deg: 5.39
J_ab changes sign at theta = 97.16 deg
slopes (E/J+3/4)/eta at eta=0.001: G -1.1280, C -1.3790, A -1.3176
eta1 (C to A) = 0.0512, theta there = 66.14 deg
eta2 (A to F) = 0.2433, theta there = 83.11 deg
eta, E_G, E_C, E_A, E_F, cube minimum (all in J), winner
0.001 -0.75113 -0.75138 -0.75132 -0.56419 -0.75138 C
0.020 -0.77377 -0.77919 -0.77841 -0.59840 -0.77919 C
0.050 -0.81490 -0.83038 -0.83030 -0.66176 -0.83038 C
0.055 -0.82251 -0.83994 -0.84022 -0.67365 -0.84022 A
0.125 -0.96190 -1.01905 -1.03469 -0.90000 -1.03469 A
0.200 -1.25000 -1.40625 -1.48158 -1.40625 -1.48158 A
0.240 -1.57349 -1.85545 -2.01710 -2.00893 -2.01710 A
0.250 -1.70000 -2.03333 -2.23148 -2.25000 -2.25000 F
0.300 -3.42033 -4.49176 -5.23278 -5.62500 -5.62500 F
```
